# Solver choice for the self-consistent Sternheimer cycle near resonance

Before computing a frequency-dependent response, one must choose a linear solver, a stopping tolerance and a way of updating the density. One must also know what a smaller broadening will cost: halving it may double the number of Hamiltonian products, or add one or two. The answer depends on the spectrum around the driving frequency, and it differs for the inner linear systems and the outer density equation.

## 1. The equations of one cycle

Let $H$ be a real Kohn–Sham Hamiltonian with real orbitals $\varphi_k$ and energies $\varepsilon_k$, each occupied orbital holding two electrons. The perturbation is $v\,e^{-izt/\hbar}+\text{c.c.}$, with
$$z=\hbar\omega+i\Gamma,\qquad \Gamma=\hbar\eta>0,$$
so it is switched on as $e^{\eta t}$. The induced density has amplitude $n_1$, and the total first-order potential has amplitude $v_1=v+Kn_1$, where $K$ is the real, symmetric, frequency-independent Hartree and exchange-correlation kernel.

With the factor $e^{-i\varepsilon_kt/\hbar}$ removed, write the orbital change as $\psi_k^+e^{-izt/\hbar}+(\psi_k^-)^*e^{iz^*t/\hbar}$. The terms in $e^{-izt/\hbar}$ of the first-order Schrödinger equation give $z\psi_k^+=(H-\varepsilon_k)\psi_k^++v_1\varphi_k$. Those in $e^{iz^*t/\hbar}$ give, after complex conjugation, $-z\psi_k^-=(H-\varepsilon_k)\psi_k^-+v_1\varphi_k$. Hence
$$(H-\varepsilon_k\mp z)\psi_k^\pm=-v_1\varphi_k,\qquad n_1=2\sum_k\varphi_k(\psi_k^++\psi_k^-).$$

The right side may be projected on the empty states by $Q=1-\sum_l|\varphi_l\rangle\langle\varphi_l|$. The part of $n_1$ that this removes is, with $d_{lk}=\varepsilon_l-\varepsilon_k$,
$$-2\sum_{kl}^{\rm occ}\varphi_k\varphi_l\langle\varphi_l|v_1|\varphi_k\rangle\left[\frac1{d_{lk}-z}+\frac1{d_{lk}+z}\right].$$
The bracket equals $2d_{lk}/(d_{lk}^2-z^2)$, which changes sign when $k$ and $l$ are exchanged. Its prefactor does not, because the orbitals are real and $v_1$ is local. The sum vanishes.

The resonant system therefore has the matrix
$$A=B-i\Gamma,\qquad B=Q(H-\varepsilon_k)Q-\hbar\omega$$
on the empty space. The eigenvalues of $B$ are $\lambda_c=\varepsilon_c-\varepsilon_k-\hbar\omega$, and $B$ is indefinite once $\hbar\omega$ exceeds the lowest transition energy from $\varphi_k$. The system for $\psi_k^-$ has $+\hbar\omega$ instead, and stays positive definite apart from its shift $+i\Gamma$.

Since $A^\dagger A=B^2+\Gamma^2$, the singular values of $A$ are $\sqrt{\lambda_c^2+\Gamma^2}\ge\Gamma$. An approximate solution with residual $r$ has error $\delta\psi=-A^{-1}r$, so
$$\|\delta\psi\|\le\|r\|/\Gamma. \tag{1}$$
Equality requires a residual lying wholly on levels with $\lambda_c=0$.

## 2. Why conjugate gradients fail

Conjugate gradients (CG) uses the step length $r^\dagger r/p^\dagger Ap$. For $\Gamma=0$ and indefinite $B$, the denominator can vanish. For $\Gamma>0$ it cannot, because its imaginary part is $-\Gamma\|p\|^2$. The method still fails, because its direction coefficient relies on $A^\dagger=A$. Let $\nu$ be the first step length, $p_0=r_0$ and $p_1=r_1+\vartheta p_0$. Keeping the next residual orthogonal to $r_0$ requires $p_0^\dagger Ap_1=0$. Since $A^\dagger=A+2i\Gamma$ and $p_0^\dagger r_1=0$, one has $p_0^\dagger Ar_1=(Ap_0)^\dagger r_1=-r_1^\dagger r_1/\nu^*$, while $p_0^\dagger Ap_0=r_0^\dagger r_0/\nu$. Hence $\vartheta=(\nu/\nu^*)\,r_1^\dagger r_1/r_0^\dagger r_0$. Standard CG omits the phase $\nu/\nu^*$, which is 1 only for a real step length.

A two-level case shows this, with energies in units of the detuning. Let $B=\mathrm{diag}(1,-1)$, $u=(1,1)^T$ and $c=(1,-1)^T$, so that $Bu=c$ and $Bc=u$. Start with $r_0=p_0=u$. Then $Ap_0=c-i\Gamma u$, the step length is $2/(-2i\Gamma)=i/\Gamma$, and
$$r_1=u-\frac i\Gamma(c-i\Gamma u)=-\frac i\Gamma c.$$
The residual has grown by $1/\Gamma$. The next direction is $p_1=r_1+(\sigma/\Gamma^2)u$. The conjugated product $r_1^\dagger r_1$ gives $\sigma=+1$, and the unconjugated product $r_1^Tr_1$ gives $\sigma=-1$. In both cases
$$Ap_1=-\frac i\Gamma(1+\sigma)u+\left(\frac\sigma{\Gamma^2}-1\right)c.$$

For $\sigma=-1$ the vector $Ap_1$ is parallel to $r_1$. The step length $r_1^Tr_1/p_1^TAp_1=(i/\Gamma)/(1+1/\Gamma^2)$ then gives $r_2=0$. For $\sigma=+1$,
$$p_1^\dagger Ap_1=\frac{2i}\Gamma\left(\frac1{\Gamma^2}-1\right)-\frac{4i}{\Gamma^3}=-\frac{2i}{\Gamma^3}(1+\Gamma^2),$$
so the step length is $i\Gamma/(1+\Gamma^2)$ and
$$r_2=-\frac{2}{1+\Gamma^2}u-\frac{2i}{\Gamma(1+\Gamma^2)}c,\qquad \frac{\|r_2\|}{\|r_0\|}=\frac{2}{\Gamma\sqrt{1+\Gamma^2}}.$$
At $\Gamma=0.1$ this is 19.9, where the unconjugated method has already finished. The omitted phase is here $\nu/\nu^*=-1$, the value $\sigma=-1$ that ends the iteration.

## 3. QMR as a minimal-residual method

QMR builds right vectors $v_j$ from $A$ and left vectors $w_j$ from $A^\dagger$, with $w_i^\dagger v_j=0$ for $i\ne j$. Choose both starting vectors equal to $r_0/\|r_0\|$. Adding a multiple of the identity does not change a Krylov space, so $A$, $A^\dagger$ and $B$ all generate the same spaces $\mathcal K_m$. Both $v_{m+1}$ and $w_{m+1}$ lie in $\mathcal K_{m+1}$ and are orthogonal to $\mathcal K_m$. That leaves one direction, so with equal normalization and phase $w_{m+1}=v_{m+1}$. The $v_j$ are orthonormal and obey
$$Av_j=\beta_{j-1}v_{j-1}+(\alpha_j-i\Gamma)v_j+\beta_jv_{j+1},$$
with real $\alpha_j=v_j^\dagger Bv_j$ and $\beta_j\ge0$.

Let $T_m$ be the $(m+1)\times m$ matrix of these coefficients, $V_m$ the matrix with columns $v_1,\dots,v_m$, and $x_m=V_my$. The residual is $V_{m+1}(\|r_0\|e_1-T_my)$. QMR minimizes the norm of the bracket. Because $V_{m+1}$ has orthonormal columns, this is the norm of the true residual. QMR with this start is thus the minimal-residual method, needs no product with $A^\dagger$, and cannot break down through $w_j^\dagger v_j=0$.

To solve the least-squares problem, rotate rows $j$ and $j+1$ by $(a,b)\to(c_ja+s_jb,\,-s_ja+c_j^*b)$, where $s_j$ is real and $|c_j|^2+s_j^2=1$. The two preceding rotations turn column $m$ into
$$\epsilon=s_{m-2}\beta_{m-1},\qquad t=c_{m-2}^*\beta_{m-1},$$
$$\delta=c_{m-1}t+s_{m-1}(\alpha_m-i\Gamma),\qquad \pi=-s_{m-1}t+c_{m-1}^*(\alpha_m-i\Gamma).$$
With $q=\sqrt{|\pi|^2+\beta_m^2}$, $c_m=\pi^*/q$ and $s_m=\beta_m/q$, the new rotation maps $(\pi,\beta_m)$ to $(q,0)$. The right side obeys $h_{m+1}=-s_mh_m$ with $h_1=\|r_0\|$. Back-substitution becomes a recurrence:
$$d_m=(v_m-\delta d_{m-1}-\epsilon d_{m-2})/q,\qquad x_m=x_{m-1}+c_mh_md_m.$$
Start with $x_0=0$, $c_0=c_{-1}=1$ and $s_0,s_{-1},\beta_0,d_0,d_{-1}$ zero. The residual norm is $|h_{m+1}|$. The program tests this recurrence against a general two-sided QMR and an explicit least-squares fit.

For a real right side, unconjugated CG is related to this method. Its residual obeys $r_m^Tr_j=0$ for $j<m$, and these $r_j$ span $\mathcal K_m$, which has the real basis $V_m$. Hence $V_m^\dagger r_m=0$, the Galerkin condition. After $m-1$ rotations the last Galerkin equation is $\pi y_m=h_m$, and the residual norm is $\beta_m|y_m|=|h_m|s_m/|c_m|$. With $\rho_m=|h_{m+1}|/\|r_0\|$ and $s_m=\rho_m/\rho_{m-1}$,
$$\rho_m^{\rm Galerkin}=\frac{\rho_m}{\sqrt{1-\rho_m^2/\rho_{m-1}^2}}.$$
A plateau of the minimal residual is a peak of the Galerkin residual.

A preconditioner changes the premise. The matrix $L^{-1}AL^{-\dagger}$ contains $-i\Gamma L^{-1}L^{-\dagger}$, in general no multiple of the identity, so the equality of left and right spaces is lost. The results of this section and the next hold without preconditioning.

## 4. Step counts as a function of broadening

The minimal residual is the smallest $\|p(B)r_0\|/\|r_0\|$ over polynomials of degree $m$ with $p(i\Gamma)=1$, since $\lambda=i\Gamma$ is the point where $A$ would vanish. It is at most the maximum of $|p|$ on the spectrum of $B$.

**Dense spectrum.** Let the spectrum lie in $[-a,b]$ with $a,b>0$. Map this interval to $[-1,1]$ by $\zeta(\lambda)=(2\lambda-b+a)/(a+b)$, set $\zeta_0=\zeta(i\Gamma)$, and take the ratio of Chebyshev polynomials $\mathcal T_m(\zeta(\lambda))/\mathcal T_m(\zeta_0)$. Its numerator is at most 1 in modulus on the interval. Writing $\zeta_0=\cosh(\gamma+i\theta)$ with $\gamma>0$,
$$|\mathcal T_m(\zeta_0)|=|\cosh(m\gamma+im\theta)|\ge\sinh m\gamma,\qquad \rho_m\le\frac1{\sinh m\gamma}. \tag{2}$$
For small $\Gamma$, the real and imaginary parts of $\zeta_0$ give $\cos\theta\approx(a-b)/(a+b)$ and $\gamma\sin\theta\approx2\Gamma/(a+b)$. Then $|\sin\theta|=2\sqrt{ab}/(a+b)$, and
$$\gamma\approx\frac{\Gamma}{\sqrt{ab}},\qquad m\lesssim\frac{\sqrt{ab}}\Gamma\ln\frac2\tau \tag{3}$$
for a relative residual $\tau\ll1$. This needs $\Gamma\ll a,b$.

The test case is a chain of 4001 sites with site energy 2 eV and hopping matrix element $-1$ eV, driven 1 eV above the bottom of its band. The source sits on the central site, $a=1$ eV, $b=3$ eV and $\tau=10^{-8}$. At $\Gamma=0.1$ eV, (3) gives $(\sqrt3/0.1)\times19.1\approx331$ steps.

| $\Gamma$ (eV) | QMR steps | bound from (2) | BiCGSTAB products |
|---|---|---|---|
| 0.200 | 157 | 167 | 264 |
| 0.100 | 307 | 332 | 576 |
| 0.050 | 601 | 663 | 1178 |
| 0.025 | 1178 | 1325 | 2750 |

A QMR step costs one product with $A$. The measured decay rate agrees with $\gamma$ to better than the tested 1%, so this source attains the rate in (2). Conjugated CG at $\Gamma=0.1$ eV never fell below its initial residual in 1000 steps, and ended $5.8\times10^3$ times above it.

**Finite spectrum.** In exact arithmetic, a polynomial with a zero at each distinct eigenvalue present in the source ends the iteration. A 101-site chain has 51 states even about its centre, and a central source excites no others. At $\Gamma=0.001$ eV, QMR took 51 steps, where (3) would allow about 33,000.

**Isolated level.** Let one eigenvalue be $\lambda=0$ and the others lie in $[c,b]$ with $c>0$. The factor $\lambda/(i\Gamma)$ is 1 at $i\Gamma$, vanishes on the level, and is at most $b/\Gamma$ elsewhere. Multiplying it by a Chebyshev ratio of degree $m-1$ on $[c,b]$ gives
$$\rho_m\le\frac{b/\Gamma}{\sinh[(m-1)\gamma_c]}, \tag{4}$$
where $\gamma_c$ is the rate for $[c,b]$. It tends to a positive constant as $\Gamma\to0$, so the bound on the steps grows as $\ln(1/\Gamma)/\gamma_c$.

Lowering the central site by $u=1.5$ eV creates such a level. For amplitudes $\kappa^{|j|}$, the equations off and on the centre are, in eV, $E=2-\kappa-1/\kappa$ and $E=2-u-2\kappa$. They give $1/\kappa-\kappa=u$, hence $\kappa=1/2$ and $E=-0.5$ eV. Driving at this level makes $c=0.5$ eV and $b=4.5$ eV. For $\Gamma\to0$, $|\zeta_0|=5/4$ and $\gamma_c=\ln(5/4+3/4)=\ln2$, so the bound on the steps rises by $\ln10/\ln2=3.32$ per decade of $\Gamma$. As $\Gamma$ fell from $10^{-1}$ to $10^{-4}$ eV, QMR took 30, 34, 37 and 41 steps.

The cost thus depends on whether $\Gamma$ resolves the levels near the driving frequency. Bound (2) always holds, and (3) is the guide when the excited levels fill the whole interval $[-a,b]$ with spacings well below $\Gamma$, carry comparable weight in the source, and outnumber the steps it predicts. A source with little weight near and below the driving frequency needs fewer steps: for 4000 levels spread evenly over $[-1,3]$ eV at $\Gamma=0.1$ eV, equal amplitudes took 309 steps and amplitudes $e^{-(\lambda-2)^2/0.5}$ ($\lambda$ in eV) took 184, where (3) gives 331. Many levels within $\Gamma$ are not enough by themselves. A 401-site chain at $\Gamma=0.1$ eV has eight excited levels within $\Gamma$, but its 201 even states end the iteration before the 331 steps of (3). Thirty levels within $\pm0.005$ eV, with a thousand more spread evenly over $[-1.5,-0.5]$ and $[0.5,3]$ eV and all equally excited, took 123 steps at $\Gamma=0.1$ eV where (3) gives 405. If one level stands apart below all the others, (4) is the guide.

## 5. BiCGSTAB and the normal equations

Each BiCGSTAB iteration makes a BiCG half-step to a residual $s$, then sets $r=s-\xi As$ with $\xi$ minimizing $\|r\|$. The minimum satisfies
$$\frac{\|r\|^2}{\|s\|^2}=1-\frac{|s^\dagger As|^2}{\|s\|^2\|As\|^2}.$$
Let $\langle X\rangle=s^\dagger Xs/\|s\|^2$. Then $s^\dagger As/\|s\|^2=\langle B\rangle-i\Gamma$ and $\|As\|^2/\|s\|^2=\langle B^2\rangle+\Gamma^2$, so
$$\frac{\|r\|^2}{\|s\|^2}=\frac{\langle B^2\rangle-\langle B\rangle^2}{\langle B^2\rangle+\Gamma^2}.$$
When positive and negative levels balance, $\langle B\rangle\approx0$, and a small $\Gamma$ leaves this step almost without effect.

In the dense chain the step did not stall on average: the geometric mean of $\|r\|/\|s\|$ lay between 0.91 and 0.96 in the tabulated runs, values that rounding can shift by a few hundredths. At $\Gamma=0.025$ eV, however, 1375 iterations at 0.9582 would by themselves reduce the residual by $e^{-59}$, while the achieved reduction was $e^{-18}$. The BiCG half-steps therefore raised it by about $e^{40}$ in total.

After $j$ iterations the BiCGSTAB solution lies in $\mathcal K_{2j}$, where QMR is optimal. In exact arithmetic BiCGSTAB thus needs at least as many products for a given residual. Over the eightfold reduction of $\Gamma$ in the table, its products grew by about 10 and those of QMR by 7.5. This is an observation for one source, with no bound behind it. The BiCGSTAB counts in the dense chain also depend on rounding: multiplying the source by a constant phase, which changes nothing in exact arithmetic, can move them by more than 10%. At the isolated level BiCGSTAB needed 44, 48, 54 and 58 products.

CG may also be applied to $A^\dagger A$, which is positive definite. For $b\ge a$ its spectrum lies in $[\Gamma^2,b^2+\Gamma^2]$. Put $\kappa_A=\sqrt{b^2+\Gamma^2}/\Gamma$. The Chebyshev argument now has $|\zeta_0|=(\kappa_A^2+1)/(\kappa_A^2-1)$, and the rate per step is
$$\ln\left(|\zeta_0|+\sqrt{\zeta_0^2-1}\right)=\ln\frac{\kappa_A+1}{\kappa_A-1}\approx\frac{2\Gamma}b.$$
A step costs two products, so the rate per product is $\Gamma/b$, smaller than that of QMR by $\sqrt{a/b}$. At $\Gamma=0.1$ eV this method took 540 products, against 307 for QMR. BiCGSTAB took a similar number, 576 in the tabulated run, and its dependence on rounding is larger than this difference.

## 6. The outer density equation

Let $\chi_0$ map $v_1$ to $n_1$ through the Sternheimer equations. Self-consistency requires
$$(1-\chi_0K)n_1=\chi_0v.$$
Consider an isolated Kohn–Sham transition $\Delta=\varepsilon_c-\varepsilon_k$ with transition density $g=\varphi_k\varphi_c$. At $z=\Delta+i\Gamma$ the resonant denominator is $\Delta-z=-i\Gamma$, so to leading order in $1/\Gamma$
$$\psi_k^+\approx-\frac{i}{\Gamma}\varphi_c\langle g|v_1\rangle,\qquad \chi_0\approx-\frac{2i}\Gamma|g\rangle\langle g|.$$
With $K_{gg}=\langle g|K|g\rangle$, the leading eigenvalue of $\chi_0K$ is $\mu\approx-2iK_{gg}/\Gamma$. The plain iteration $n_1\leftarrow\chi_0(v+Kn_1)$ diverges when $|\mu|>1$. If only this pole of $\chi_0$ is kept, the solution stays finite for $K_{gg}\neq0$:
$$n_1\approx\frac{-(2i/\Gamma)\,g\langle g|v\rangle}{1+2iK_{gg}/\Gamma}\;\longrightarrow\;-\frac{g\langle g|v\rangle}{K_{gg}}\qquad(\Gamma\to0).$$

The other transitions add to $\chi_0$ a part of order $\Gamma^0$, which changes $n_1$ at the same order in $\Gamma$ as this limit, so the change does not vanish as $\Gamma\to0$. It can be small: in the trap of Section 7 it is about 2% of $\|n_1\|$. The single-pole result shows that the factor $1/\Gamma$ cancels, but it is not in general the limit of the full $n_1$.

Linear mixing with real weight $\beta$ multiplies the error in this mode by $1-\beta(1-\mu)$. Its squared modulus, $1-2\beta(1-\mathrm{Re}\,\mu)+\beta^2|1-\mu|^2$, is smallest at $\beta=(1-\mathrm{Re}\,\mu)/|1-\mu|^2$, where the factor is $|\mathrm{Im}\,\mu|/|1-\mu|$. This assumes $\mathrm{Re}\,\mu<1$ and that no other mode limits $\beta$. For large $|\mathrm{Im}\,\mu|$, one factor $e$ costs about $2(\mathrm{Im}\,\mu)^2/(1-\mathrm{Re}\,\mu)^2$ cycles, which grows as $1/\Gamma^2$. GMRES can instead place a zero of its residual polynomial at the isolated eigenvalue $1-\mu$.

At an interacting resonance, $1-\chi_0K$ has a zero eigenvalue for $\Gamma=0$. If this is a simple zero in $z$, the eigenvalue at small $\Gamma$ is proportional to $\Gamma$, and density errors in that mode are amplified as $1/\Gamma$.

## 7. A complete cycle with a known answer

Four electrons move in a one-dimensional trap with $\hbar\omega_0=10$ eV and interaction $w=e^2/\sqrt{(x-x')^2+s^2}$, $s=2$ Å. The level is time-dependent Hartree, $K=w$: exchange and correlation are omitted, and the Hartree self-interaction remains.

The polarizability of this model follows from the total force. The interaction force is odd in $x-x'$, so its sum over the density vanishes. A field $E$ adds the potential energy $eEx$ per electron. The summed coordinate $X$ obeys $m\ddot X=-m\omega_0^2X-NeE$, and the dipole is $-eX=\alpha E$, hence
$$\alpha=\frac{Ne^2}{m[\omega_0^2-(\omega+i\eta)^2]}.$$
The interacting resonance is at 10 eV, while the highest occupied to lowest empty transition of the Hartree Hamiltonian is at 8.919 eV.

With $\Gamma=0.1$ eV, the full cycle gave $|\alpha|=21.4$ Å$^3$ at 8.919 eV and 219.4 Å$^3$ at 10 eV. Their ratio, 0.097, follows from the denominators: $|100-(10+0.1i)^2|=2.00$ eV$^2$ and $|100-(8.919+0.1i)^2|=20.5$ eV$^2$. Both values, and a third at 5 eV, passed a test against the formula at a relative tolerance of $10^{-5}$. With the same Hartree orbitals but the induced potential $Kn_1$ omitted, $|\alpha|$ at 8.919 eV would be 246 Å$^3$. Removing the interaction altogether would leave $\alpha$ unchanged, since the formula does not contain $w$.

At that transition $K_{gg}=0.575$ eV, so $2K_{gg}/\Gamma=11.5$, and the computed eigenvalue is $\mu=-0.07-11.51i$. Plain iteration grew by 11.5 per cycle. The best mixing weight is $1.068/(1.068^2+11.51^2)=0.0080$, with error factor 0.9957, or 233 cycles per factor $e$. A reduction by $10^9$ would take about $20.7\times233\approx4800$ cycles. Outer GMRES reached a relative residual of $10^{-9}$ in 3 for this dipole perturbation. So few cycles suffice because the other eigenvalues of $\chi_0K$ are at most 0.07 in modulus for this soft interaction; perturbations $x^3$, $x+x^2$ and a narrow off-centre bump took 4, 4 and 5. At 10 eV, the smallest eigenvalue modulus of $1-\chi_0K$ fell from 0.0977 to 0.0490 when $\Gamma$ was halved.

Bound (1) sets a safe inner tolerance: for a fixed guaranteed orbital error, the residual must shrink in proportion to $\Gamma$. It can be pessimistic. A loose solve at the 8.919 eV transition had an error-to-residual ratio of 0.028 eV$^{-1}$, against a limit of 10 eV$^{-1}$. Each residual component is divided by $|\lambda_c-i\Gamma|$, so the resonant part was at most $0.028\times0.1=0.0028$ of the residual norm. That is a property of this solve, and the limit remains the guarantee.

## Table of computed values

```
Two-level, dimensionless Gamma = 0.1: CG residual / initial
  conjugated: step 1 10.000, step 2 19.901
  unconjugated: step 1 10.000, step 2 0.0e+00
12-step residual: recurrence 0.224511, least squares 0.224511
Chain: 4001 sites, hopping 1 eV, a = 1.0 eV, b = 3.0 eV
Relative residual target = 1e-08
Gamma 0.200 eV: QMR steps 157, bound 167
  rate/step: measured 0.11497, formula 0.11497
  BiCGSTAB products 264, true residual 9.8e-09, mean stabilizer factor 0.9126
Gamma 0.100 eV: QMR steps 307, bound 332
  rate/step: measured 0.05767, formula 0.05767
  BiCGSTAB products 576, true residual 8.8e-09, mean stabilizer factor 0.9081
  conjugated CG: 1000 steps, lowest residual 1.00e+00, last 5.82e+03
  normal equations: products 540, rate 0.06666, formula 0.06665
Gamma 0.050 eV: QMR steps 601, bound 663
  rate/step: measured 0.02886, formula 0.02886
  BiCGSTAB products 1178, true residual 9.9e-09, mean stabilizer factor 0.9306
Gamma 0.025 eV: QMR steps 1178, bound 1325
  rate/step: measured 0.01443, formula 0.01443
  BiCGSTAB products 2750, true residual 1.0e-08, mean stabilizer factor 0.9582
101-site chain, Gamma 0.001 eV: QMR steps 51
Isolated level: well 1.5 eV, level -0.500 eV, c = 0.500 eV, b = 4.500 eV
  Gamma 1e-01 eV: QMR steps 30, bound 34, BiCGSTAB products 44, residual 4.9e-09
  Gamma 1e-02 eV: QMR steps 34, bound 38, BiCGSTAB products 48, residual 8.6e-09
  Gamma 1e-03 eV: QMR steps 37, bound 41, BiCGSTAB products 54, residual 5.3e-09
  Gamma 1e-04 eV: QMR steps 41, bound 45, BiCGSTAB products 58, residual 8.2e-09
  predicted extra steps per decade of Gamma = 3.32
Trap: 4 electrons, hbar*omega0 10.0 eV, s 2.0 angstrom
  grid: 57 points, spacing 0.25 angstrom; Gamma 0.1 eV
  Kohn-Sham transition = 8.91893 eV
  below, 5.0000 eV: GMRES cycles 4, max inner steps 27
    alpha = 5.85017+0.07799j, theorem 5.85017+0.07799j angstrom^3
    |alpha| without interaction = 8.0425 angstrom^3
  KS transition, 8.9189 eV: GMRES cycles 3, max inner steps 30
    alpha = 21.28705+1.85565j, theorem 21.28705+1.85565j angstrom^3
    |alpha| without interaction = 246.0176 angstrom^3
  trap, 10.0000 eV: GMRES cycles 4, max inner steps 30
    alpha = 1.09722+219.44408j, theorem 1.09722+219.44408j angstrom^3
    |alpha| without interaction = 21.3653 angstrom^3
  coupling K_gg = 0.57532 eV, 2 K_gg/Gamma = 11.506
  leading eigenvalue of chi0 w = -0.0680-11.5061j
  plain-iteration growth per cycle = 11.5063
  best linear mixing 0.007998, error factor 0.995720
  linear-mixing cycles per factor e = 233.2
  smallest |eigenvalue| of 1-chi0 w at trap: 0.097723 (0.1 eV), 0.049018 (0.05 eV)
  loose inner solve: error/residual = 0.0283 1/eV, limit 10.0 1/eV
```
